# Avrami Exponent of a Thin Film with Continuous Random Nucleation

## What goes wrong without the result

An amorphous silicon film, 100 nm thick, crystallizes in a furnace. Nuclei appear at random throughout the film at a steady rate, and each grows at a steady speed. The bulk law for these conditions makes the transformed fraction start as $t^4$. Two errors follow if it is applied to this film.

The first concerns the mechanism. The film gives an Avrami exponent close to 3. In a bulk sample with compact grains, 3 is commonly read as a sign that all nuclei were present at the start and grew in three dimensions. Here that reading is false, since nucleation never stopped.

The second concerns the time. With the parameters used below, a film of 10 µm is half crystallized after 2.83 h. The 100 nm film, with the same nucleation rate and growth speed, needs 4.85 h.

Both errors have one origin. A grain much wider than the film is thick can grow only sideways, so one dimension of growth is lost.

## Model and definitions

The film fills $0<z<d$ and is unbounded in its plane. The assumptions are:

- Nucleation is a Poisson process with constant rate $I$ per untransformed volume and time, from $t=0$ on.
- Grains start with negligible size, grow at the same constant speed $v$ in all directions, and stop where they meet.
- The two surfaces stop growth but neither help nor hinder nucleation.

Let $X(t)$ be the crystallized fraction averaged over the film, and

$$Y=-\ln(1-X),\qquad n=\frac{d\ln Y}{d\ln t},\qquad R=vt .$$

The local exponent $n$ is the slope of the usual Avrami plot, and $R$ is the radius that the oldest possible grain would have if nothing stopped it. Since $R\propto t$, also $n=d\ln Y/d\ln R$.

The exponent depends on time, so the claim needs care. Every film, however thin, starts with $n=4$. The change towards 3 comes when $R$ passes $d$. A measurement over the main part of the transformation shows 3 if almost nothing has crystallized by then.

## From overlapping grains to a Poisson count

Nuclei form only in untransformed material, so they are not independent. The remedy is to let events occur at rate $I$ everywhere, also inside crystal, and to show that the extra events change nothing.

Suppose event $j$, at position $\mathbf x_j$ and time $t_j$, falls inside a grain that started at $(\mathbf x_i,t_i)$. Then $t_i+|\mathbf x_j-\mathbf x_i|/v\le t_j$. For any other point $\mathbf x$ the triangle inequality gives

$$t_i+\frac{|\mathbf x-\mathbf x_i|}{v}\le t_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}+\frac{|\mathbf x-\mathbf x_j|}{v}\le t_j+\frac{|\mathbf x-\mathbf x_j|}{v}.$$

The extra event never arrives before the real grain.

Blocking by neighbours does no harm either. If another grain reached some point of the straight path before grain $i$, the same inequality shows that it would also reach the end of the path first. The first grain to arrive therefore has a free path. That path lies inside the film because a slab is convex.

A point at height $z$ is thus untransformed at time $t$ if no event lies within reach. An event of age $t-t'$ reaches a distance $r=v(t-t')$. With $V(z,r)$ the part of a ball of radius $r$ around the point that lies inside the film, the expected number of events within reach is

$$E(z,t)=\int_0^t I\,V\big(z,v(t-t')\big)\,dt'=\frac{I}{v}\int_0^R V(z,r)\,dr .$$

The Poisson probability of no event is $e^{-E}$, and the film average is

$$1-X=\frac1d\int_0^d e^{-E(z,t)}\,dz. \tag{1}$$

The average is taken over the exponential, not over $E$.

## The count at a given depth

Cut the ball into discs parallel to the film. At distance $s$ from the centre a disc has area $\pi(r^2-s^2)$. On a side where the surface is at distance $a$, the discs run up to $m=\min(a,r)$:

$$g(a,r)=\int_0^m\pi(r^2-s^2)\,ds=\pi\Big(r^2m-\frac{m^3}{3}\Big).$$

The two sides give $V=g(z,r)+g(d-z,r)$.

Now integrate over $r$, with $G(a,R)=\int_0^R g(a,r)\,dr$. For $R<a$ the surface is never reached, $g=2\pi r^3/3$, and $G=\pi R^4/6$. For $R>a$ the integral splits at $r=a$:

$$G=\frac{\pi a^4}{6}+\pi\int_a^R\Big(ar^2-\frac{a^3}{3}\Big)dr
=\frac{\pi a^4}{6}+\pi\Big[\frac{a(R^3-a^3)}{3}-\frac{a^3(R-a)}{3}\Big].$$

The two terms $\mp a^4/3$ cancel, which leaves

$$G(a,R)=\pi\Big(\frac{aR^3}{3}-\frac{a^3R}{3}+\frac{a^4}{6}\Big),\quad R>a. \tag{2}$$

Hence $E=(I/v)[G(z,R)+G(d-z,R)]$. Together with (1) this solves the model at all times.

## The average count and the crossover

By symmetry both sides contribute equally to the depth average, so $\langle E\rangle=(2I/vd)\int_0^dG(a,R)\,da$.

For $R<d$, use (2) up to $a=R$ and the constant $\pi R^4/6$ beyond:

$$\int_0^d G\,da=\pi R^5\Big(\frac16-\frac1{12}+\frac1{30}\Big)+\frac{\pi R^4}{6}(d-R)=\frac{\pi dR^4}{6}-\frac{\pi R^5}{20}.$$

For $R>d$, (2) holds throughout, and the integral is $\pi(d^2R^3/6-d^4R/12+d^5/30)$. Therefore

$$\langle E\rangle=\frac{\pi I}{v}\times\begin{cases}\dfrac{R^4}{3}-\dfrac{R^5}{10d}, & R<d,\\[2mm] \dfrac{dR^3}{3}-\dfrac{d^3R}{6}+\dfrac{d^4}{15}, & R>d.\end{cases} \tag{3}$$

Both lines give $7\pi Id^4/(30v)$ at $R=d$.

While $E\ll1$, expanding (1) gives $Y\approx\langle E\rangle$, and the first line yields

$$n=4-\frac{3R}{10d}+\dots\qquad(R\ll d,\ E\ll 1).$$

The leading term comes from four powers of time: three from growth and one from the accumulation of nuclei. When $R\gg d$ the second line is led by $dR^3/3$. Growth then supplies two powers and nucleation still supplies one.

What is seen depends on how much has crystallized at $R=d$. If $Id^4/v\ll1$, that fraction is about $7\pi Id^4/(30v)$, and nearly the whole transformation happens afterwards. If $Id^4/v\gg1$, the film is almost fully crystalline before $R$ reaches $d$, and the approach to 3 comes too late to be seen. Up to about 90 % crystallized, the surfaces then lower the exponent only somewhat below 4. In the last remnant, which lies mostly in the lagging surface layers, the local exponent falls much further; in the 10 µm film considered below it dips under 3 when $1-X$ is near $10^{-5}$.

## Thin film: how close to three

Let $x=d/R$ at half transformation, with $x\ll1$. The second line of (3) reads

$$\langle E\rangle=\frac{\pi I d R^3}{3v}\Big(1-\frac{x^2}{2}+\frac{x^3}{5}\Big).$$

The difference between $Y$ and $\langle E\rangle$ must be estimated. Expanding (1) about the mean gives $Y=\langle E\rangle-\tfrac12\mathrm{Var}(E)+\dots$, where the variance is taken over depth. The term of $E$ in $R^3$ does not depend on $z$, because $z+(d-z)=d$. The leading variation is of size $Id^3R/v$, so

$$\frac{\mathrm{Var}(E)}{\langle E\rangle}\sim\frac{(Id^3R/v)^2}{IdR^3/v}=\frac{IdR^3}{v}\,x^4 .$$

At half transformation $IdR^3/v$ is of order one, so this is a correction of order $x^4$. Since $x\propto1/R$, the derivative $d/d\ln R$ acts as $-x\,d/dx$, and

$$n=3-x\frac{d}{dx}\Big(-\frac{x^2}{2}+\frac{x^3}{5}\Big)+O(x^4)=3+x^2-\frac35x^3+O(x^4). \tag{4}$$

The exponent approaches 3 from above, quadratically in the ratio $d/R$. For fixed $I$ and $v$ the radius at half transformation itself varies as $d^{-1/3}$, because $IdR^3/v$ is then a fixed number. Hence $x\propto d^{4/3}$, and the excess over 3 falls as $d^{8/3}$.

To bring in the grain width, count the nuclei that really form. Their number per film area is $N=Id\int_0^\infty(1-X)\,dt$. In the thin limit $1-X=e^{-bt^3}$ with $b=\pi Idv^2/3$. The substitution $s=bt^3$ gives $\int_0^\infty e^{-bt^3}dt=\tfrac13\Gamma(\tfrac13)b^{-1/3}=\Gamma(\tfrac43)b^{-1/3}$, so

$$N=\Gamma\big(\tfrac43\big)\Big(\frac3\pi\Big)^{1/3}\Big(\frac{Id}{v}\Big)^{2/3}.$$

Define the mean width by $w=N^{-1/2}$. Half transformation requires $\pi IdR^3/(3v)=\ln2$. Numerically,

$$w=1.066\Big(\frac{v}{Id}\Big)^{1/3},\qquad R_{1/2}=0.8715\Big(\frac{v}{Id}\Big)^{1/3}.$$

It follows that $w/d=1.066\,(Id^4/v)^{-1/3}$. "Grains much wider than the film" and "$Id^4/v\ll1$" are the same condition. Inserting $x=(w/R_{1/2})(d/w)$ in (4) gives, to leading order,

$$n\approx3+1.497\Big(\frac dw\Big)^2\quad\text{at half transformation.} \tag{5}$$

For an excess of 0.05 over 3, (5) gives $w/d=\sqrt{1.497/0.05}\approx5.5$. The full model reaches this excess at $w/d\approx5.1$, mainly because the cubic term in (4) is negative.

## Thick film: how close to four

Let the film be thick enough that two surface layers of depth $R$ do not overlap. Between them $E$ has its bulk value $E_0=\pi IR^4/(3v)$. At depth $uR$ below a surface, with $u<1$, one side is cut and the other is complete. Dividing $G(uR,R)+\pi R^4/6$ by $\pi R^4/3$ gives $E=E_0h(u)$ with

$$h(u)=\frac12+u-u^3+\frac{u^4}{2}.$$

A point on the surface is within reach of half as many events as a point deep inside, so the layers lag behind. Equation (1) becomes

$$1-X=e^{-E_0}\Big[1+\frac{2R}{d}J(E_0)\Big],\quad J(E_0)=\int_0^1\big(e^{E_0(1-h)}-1\big)du .$$

To first order in $R/d$, $\ln Y=\ln E_0-(2R/d)\,J/E_0$. Differentiate with $dE_0/d\ln R=4E_0$ and $J'=dJ/dE_0$:

$$n=4-\frac{2R}{d}\Big[\frac{J}{E_0}+4E_0\Big(\frac{J'}{E_0}-\frac{J}{E_0^2}\Big)\Big]=4-\frac{2R}{d}\Big[4J'-\frac{3J}{E_0}\Big].$$

For small $E_0$, $J=E_0\int_0^1(1-h)\,du=3E_0/20$. The correction is then $3R/(10d)$, in agreement with the early-time law. At half transformation, $E_0=\ln2$ to this order, and

$$n\approx4-0.4845\,\frac Rd. \tag{6}$$

The limit 4 is approached only as $1/d$, because the share of the film lying in surface layers falls as $1/d$. The expansion needs $(2R/d)J\ll1$. It fails late in the transformation, when $J$ grows exponentially with $E_0$ and the surface layers hold most of what is left.

## A 100 nm silicon film

Take $I=5\times10^8\ \mathrm{cm^{-3}s^{-1}}=5\times10^{-13}\ \mathrm{nm^{-3}s^{-1}}$, $v=0.05$ nm/s and $d=100$ nm. These are rough round values for furnace annealing near 600 °C. The control number is

$$\frac{Id^4}{v}=\frac{5\times10^{-13}\times10^8}{0.05}=10^{-3},$$

so the film is thin in the sense required. The length in the thin-film formulas is $(v/Id)^{1/3}=(10^9\ \mathrm{nm^3})^{1/3}=1000$ nm. They give $w\approx1066$ nm and $R_{1/2}\approx871.5$ nm. The full equation (1) gives 1065 nm and 873 nm. The half time is $873.3/0.05\approx17\,470$ s, or 4.85 h.

With $w/d=10.65$, (5) gives $n=3.013$; the full model gives 3.012. A straight line fitted to the Avrami plot between 10 and 90 % gives 3.017.

The local exponent during the anneal shows the crossover:

| $R/d$ | time (h) | $X$ | $n$ |
|---|---|---|---|
| 0.1 | 0.056 | $1.0\times10^{-7}$ | 3.97 |
| 1 | 0.56 | $7.3\times10^{-4}$ | 3.57 |
| 2 | 1.11 | $7.5\times10^{-3}$ | 3.19 |
| 5 | 2.78 | 0.12 | 3.04 |

The exponent 4 is present in this film, but it belongs to a stage at which less than 0.1 % has crystallized.

Now hold $I$ and $v$ fixed and change the thickness. For films thicker than their grains, the width is the cube root of the mean grain volume.

| $d$ (nm) | half time (h) | width (nm) | $n$ at half |
|---|---|---|---|
| 30 | 7.23 | 1593 | 3.001 |
| 100 | 4.85 | 1065 | 3.012 |
| 300 | 3.47 | 727 | 3.181 |
| 1000 | 2.95 | 573 | 3.761 |
| 10000 | 2.83 | 582 | 3.975 |

Most of the change lies between 100 nm and 1 µm, around the length $(v/I)^{1/4}=562$ nm at which $Id^4/v=1$. At 300 nm the grains are only 2.4 times wider than the film, and (5) gives 3.26, which is too high. Equation (4), with its cubic term and the computed radius $R=624$ nm, comes closer: $x=0.48$ and $n\approx3.16$. At 10 µm, $R=509$ nm, and (6) gives $4-0.4845\times0.0509=3.975$, as in the table.

The width rises slightly from 1 to 10 µm. Surface layers stay amorphous longer and so collect more nuclei per volume. Their share of the film shrinks as $d$ grows, and the mean grain volume rises.

## A check by direct simulation

The count of extra events inside crystal is the least obvious step, so it was tested without using it. Nuclei were placed at random in a film, and those born inside existing crystal were rejected. The arrival time of the first grain was recorded at 1500 random points, and the whole was repeated 100 times. Lengths are in units of $(v/I)^{1/4}$, and the film is periodic in its plane.

For $d=0.25$ and a lateral period of 20, the exponent fitted from 10 to 90 % was $3.055\pm0.014$; equation (1) gives 3.040. For $d=4$ and a period of 8 it was $3.897\pm0.016$, against 3.894. The crystallized fractions differed from (1) by at most 0.0064, within four standard errors at each of the nine times compared. The simulation shares the model's assumptions about nucleation and growth, so it tests the mathematics and not the material.

## Beside a real film

Nucleation rates and growth speeds in amorphous silicon depend strongly on deposition, impurities and temperature, so the half time above is an illustration. Real films also break several assumptions. The sizes below are for the 100 nm film with rough, assumed strengths of each effect; exponents are fitted from 10 to 90 %, against 3.017 for the ideal model.

**Incubation.** Steady nucleation may begin only after a delay $t_0$. If the clock includes the delay, the slope is multiplied by $(t+t_0)/t$, where $t$ counts from the end of the delay. One hour raises the fitted exponent to 3.72. A thin film then looks almost like a bulk sample. This is the largest change of exponent among the effects sized here. Subtracting the delay removes it if nucleation switches on abruptly. If the rate rises gradually to its steady value, subtracting the mean delay can leave the exponent below 3, more so when the delay is a large part of the anneal. For a mean delay of one hour the fit gives about 2.76 to 2.90, depending on the shape of the rise. Real films annealed near 600 °C often show gradual delays of hours, so for them this effect cannot be assumed small.

**Nucleation at an interface.** Let one interface add as many events per area as the bulk of the film. In the thin limit this doubles $Id$ and leaves the power of time at 3. The exponent is 3.04, and the half time falls to 3.86 h, close to the factor $2^{-1/3}$. As long as the grains stay much wider than the film, the exponent therefore does not tell where the nuclei form. A stronger interface makes the grains narrower and the exponent rises: ten times as many events as the bulk give 3.14.

**Nuclei present at the start.** They add a term to $E$ that grows as $R^2$ when $R\gg d$, which pulls the exponent below 3. With a density equal to 10 % of the final grain count of the ideal film, the exponent is 2.74.

**Slow growth along the normal.** If growth is three times slower in that direction, stretching the $z$ axis by three makes the grains spherical again. The film becomes an isotropic one of thickness $3d$ with nucleation rate $I/3$. The exponent is 3.13. The condition for a thin film is then that grains be much wider than $3d$.

**Furnace temperature.** In the thin limit the half time varies as $(Iv^2)^{-1/3}$. With rough barriers of 5 eV for nucleation and 3 eV for growth, the effective barrier is $(5+2\times3)/3\approx3.7$ eV. A furnace 5 K below 873 K lengthens the half time from 4.85 to 6.42 h, by 32 %, while the exponent stays at 3.02.

One effect is not sized. Silicon grains can be elongated, with random directions in the plane. A slowly growing side of one grain can then screen a region that a faster grain would have reached, and the triangle argument no longer holds. Equation (1) is then no longer assured.

Within this model, steady nucleation in a thin film thus shows up as an exponent near 3 under three conditions: the grains are several times wider than the film (than its stretched thickness, if growth along the normal is slow), any incubation either lasts at most a few percent of the half time or ends abruptly and has been subtracted, and the nuclei present at the start are at most a few percent of the final grain count. The values behind the tables are in the numerical output.

## Computed values

```
Nucleation rate I = 5.0e+08 cm^-3 s^-1
Growth speed v = 0.050 nm/s; film thickness d = 100 nm
Length (v/I)^(1/4) = 562.3 nm
Control number I d^4/v = 1.000e-03
Half time = 17466 s = 4.852 h
Growth radius at half time = 873.3 nm
Mean grain width w = 1065.1 nm; w/d = 10.65
Local exponent at half time = 3.0123
Thin-film law 3 + C (d/w)^2 = 3.0132
Exponent fitted from 10 to 90 % = 3.0171
Shift of exponent, 20 to 40 depth nodes = 1.1e-13
Coefficient C (thin law) = 1.4973
Coefficient of R/d (thick law, half time) = 0.4845
Width coefficient w (I d/v)^(1/3) = 1.0664
Radius coefficient R_half (I d/v)^(1/3) = 0.8715
100 nm film through the anneal: R/d, time (h), X, local exponent
    0.1   0.0556  1.016e-07  3.9691
    0.5   0.2778  5.563e-05  3.8235
    1.0   0.5556  7.328e-04  3.5714
    2.0   1.1111  7.511e-03  3.1944
    5.0   2.7778  1.206e-01  3.0359
   10.0   5.5556  6.473e-01  3.0094
Thickness (nm), half time (h), grain width (nm), n half, n 10-90 %
       30   7.233   1592.9  3.0005  3.0007
      100   4.852   1065.1  3.0123  3.0171
      300   3.469    726.7  3.1814  3.2299
     1000   2.952    573.1  3.7610  3.7783
     3000   2.859    579.8  3.9181  3.9194
    10000   2.830    582.3  3.9754  3.9754
Simulation (reduced units, I = v = 1):
  d = 0.25: exponent 3.055 +- 0.014, theory 3.040
    largest gap in X = 0.0048
    grains per volume 1.4053 +- 0.0088, theory 1.4039
  d = 4.00: exponent 3.897 +- 0.016, theory 3.894
    largest gap in X = 0.0064
    grains per volume 0.9142 +- 0.0051, theory 0.9177
Neglected effects in the 100 nm film (rough sizes):
  1.0 h incubation left in the clock: fitted exponent 3.724
  interface nucleation equal to bulk: exponent 3.039, half time 3.862 h
  initial nuclei, 10 % of the grain count above: exponent 2.737, half time 4.408 h
  growth 3 times slower along the normal: exponent 3.127, half time 4.925 h
  furnace 5 K below 873 K (barriers 5 eV nucleation, 3 eV growth):
    half time 6.423 h, exponent 3.016
```
